\section*{Hartke's Three-Dimensional Average of Poole-Frenkel Emission from a Coulomb Trap}

\section{What the one-dimensional formula gets wrong}

A field applied to an insulator lowers the barrier that holds a carrier in a Coulomb trap. The one-dimensional Poole-Frenkel formula takes the lowering straight along the force and applies it to every escape. For a trap in a tantalum pentoxide film at 85~$^\circ$C and 0.5~MV/cm, with the parameters given below, it raises the emission rate by a factor of about 2800. If each direction of escape is given its own barrier, the factor is about 310.

The error also enters the analysis of data. Suppose that emission follows the three-dimensional average, and that the logarithm of the rate is fitted to a straight line in $\sqrt F$. Read with the one-dimensional formula, that line returns a relative permittivity of 6.15 for a film whose permittivity was set to 4.8. A test that requires the fitted permittivity to match the optical value would then count a sound measurement against the Poole-Frenkel mechanism.

\section{The trap and the assumptions}

The trap is neutral when full and leaves one elementary charge behind when the carrier departs. A trap that is neutral when empty has no long-range Coulomb well, and the formulas below do not apply to it. The medium has permittivity $\varepsilon=\varepsilon_0\varepsilon_r$. Let $q>0$ be the elementary charge, $F>0$ the field strength, and $\theta$ the angle between the escape ray and the force on the carrier. With this choice of angle the same signs serve for electrons and holes.

The model rests on four assumptions:
\begin{enumerate}
\item Carriers leave along straight rays from the trap, and the attempt rate per unit solid angle is the same in all directions.
\item On a downstream ray, $\cos\theta>0$, the escape rate carries the Boltzmann factor of the barrier on that ray.
\item On an upstream ray, $\cos\theta\le 0$, the rate keeps its zero-field value.
\item Traps are isolated, and carriers pass over the barrier, not through it.
\end{enumerate}
The trap depth $E_t$ must exceed the barrier lowering by several $kT$, so that the carrier is still bound in the field.

\section{The barrier on one ray}

Put $C=q^2/(4\pi\varepsilon)$. Measured from the zero-field band edge, the potential energy at distance $r$ is
\begin{equation}
U(r,\theta)=-\frac{C}{r}-qFr\cos\theta .
\end{equation}
The first term is the attraction to the charge left behind. The second is minus the work done by the field. The derivative along the ray is
\begin{equation}
\frac{\partial U}{\partial r}=\frac{C}{r^2}-qF\cos\theta .
\end{equation}
For $\cos\theta>0$ it vanishes at
\begin{equation}
r_m(\theta)=\sqrt{\frac{C}{qF\cos\theta}} ,
\end{equation}
and the second derivative, $-2C/r^3$, is negative, so this point is a maximum. There
\begin{equation}
\frac{C}{r_m}=\sqrt{CqF\cos\theta}=qFr_m\cos\theta ,
\end{equation}
so the two terms of $U$ contribute equally. The top lies below the zero-field band edge by
\begin{equation}
-U(r_m,\theta)=2\sqrt{CqF\cos\theta}=\delta\sqrt{\cos\theta},
\qquad
\delta=2\sqrt{CqF}=\sqrt{\frac{q^3F}{\pi\varepsilon}} .
\end{equation}
The last form follows from $4CqF=4q^3F/(4\pi\varepsilon)$. The energy $\delta$ is the one-dimensional Poole-Frenkel lowering.

For $\cos\theta\le0$ both terms of $\partial U/\partial r$ are non-negative, and the energy rises all along the ray. An upstream ray therefore has no barrier top. Assumption 3 is a choice about these rays and does not follow from $U$. Its motive is that at weak field a carrier that has climbed nearly to the band edge is practically free, whatever its direction, and is later carried off by the field. If upstream escape were forbidden instead, the average would tend to one half of the zero-field rate as $F\to0$, which is wrong.

\section{The average over directions}

Let $\gamma=\delta/kT$. Relative to zero field, the rate on a downstream ray is $\exp(\gamma\sqrt{\cos\theta})$, and on an upstream ray it is 1. At zero field all directions contribute, so the normalization is the full solid angle $4\pi$, although the field acts on one hemisphere:
\begin{equation}
H=\frac{1}{4\pi}\left[\int_0^{\pi/2}e^{\gamma\sqrt{\cos\theta}}\,2\pi\sin\theta\,d\theta
+\int_{\pi/2}^{\pi}2\pi\sin\theta\,d\theta\right].
\end{equation}
The second integral is $2\pi$ and contributes $1/2$. In the first, put $u=\cos\theta$, $du=-\sin\theta\,d\theta$; the minus sign reverses the limits:
\begin{equation}
H=\frac12+\frac12\int_0^1e^{\gamma\sqrt u}\,du .
\label{eq:avg}
\end{equation}
Now put $u=s^2$, $du=2s\,ds$. The factor 2 cancels the $1/2$, and integration by parts gives
\begin{align}
\int_0^1 s\,e^{\gamma s}\,ds
&=\left[\frac{s\,e^{\gamma s}}{\gamma}\right]_0^1-\frac1\gamma\int_0^1e^{\gamma s}\,ds
\nonumber\\
&=\frac{e^\gamma}{\gamma}-\frac{e^\gamma-1}{\gamma^2}
=\frac{1+(\gamma-1)e^\gamma}{\gamma^2}.
\label{eq:parts}
\end{align}
Hence Hartke's result:
\begin{equation}
H(\gamma)=\frac12+\frac{1+(\gamma-1)e^\gamma}{\gamma^2}.
\label{eq:hartke}
\end{equation}
In this model it replaces the one-dimensional factor $e^\gamma$.

\section{Weak and strong fields}

For small $\gamma$, expand the exponential in (\ref{eq:avg}) and integrate term by term. Since $\frac12\int_0^1u^{n/2}du=1/(n+2)$,
\begin{equation}
H=\frac12+\sum_{n=0}^\infty\frac{\gamma^n}{n!\,(n+2)}
=1+\frac{\gamma}{3}+\frac{\gamma^2}{8}+\dots
\end{equation}
The term $n=0$ supplies the downstream half of the zero-field rate. The one-dimensional factor begins as $1+\gamma$, so the average cuts the first correction to a third.

For large $\gamma$ the exponential dominates:
\begin{equation}
H\simeq\frac{\gamma-1}{\gamma^2}\,e^\gamma\simeq\frac{e^\gamma}{\gamma}.
\end{equation}
The factor $1/\gamma$ is a solid angle. Near the forward direction $\sqrt u\simeq1-(1-u)/2$, so the rate falls as $\exp[-\gamma(1-u)/2]$. Half the integral of this over $1-u$ is $1/\gamma$. Escape is confined to a cone that narrows as the field grows.

The cone that holds half of the downstream escape has $\cos\theta_{1/2}=s_{1/2}^2$. Stopping the integral (\ref{eq:parts}) at $s_{1/2}$ and setting it equal to half its full value gives
\begin{equation}
1+(\gamma s_{1/2}-1)e^{\gamma s_{1/2}}=\tfrac12\left[1+(\gamma-1)e^\gamma\right].
\end{equation}

\section{Slope, activation energy and apparent permittivity}

Differentiate (\ref{eq:avg}) under the integral, put $u=s^2$ and integrate by parts, using (\ref{eq:parts}) for the remaining integral:
\begin{align}
H'(\gamma)&=\frac12\int_0^1\sqrt u\,e^{\gamma\sqrt u}\,du=\int_0^1s^2e^{\gamma s}\,ds
\nonumber\\
&=\frac{e^\gamma}{\gamma}-\frac2\gamma\,\frac{1+(\gamma-1)e^\gamma}{\gamma^2}
=\frac{(\gamma^2-2\gamma+2)e^\gamma-2}{\gamma^3}.
\end{align}
The ratio $H'/H$ is the mean of $\sqrt{\cos\theta}$ over escaping carriers, with upstream carriers counted as zero. Since $\sqrt u<1$ inside the range of integration, $H'/H<1$ for every $\gamma>0$. For large $\gamma$ it tends to $1-1/\gamma$.

Write the emission rate as $R=\nu\,e^{-E_t/kT}H(\delta/kT)$, and let $\nu$, $E_t$, $\varepsilon$ and $F$ be independent of temperature. Then the slope of an Arrhenius plot gives
\begin{equation}
E_a=-\frac{d\ln R}{d(1/kT)}=E_t-\delta\,\frac{H'}{H}.
\label{eq:ea}
\end{equation}
This is the trap depth less the mean lowering met by the escaping carriers. It lies above the one-dimensional value $E_t-\delta$.

At fixed temperature $\gamma=b\sqrt F$, with $b=\sqrt{q^3/(\pi\varepsilon)}/kT$. The one-dimensional law predicts the slope $b$ for $\ln R$ against $\sqrt F$. The averaged rate has the local slope $bH'/H$. Because $b\propto\varepsilon^{-1/2}$, the one-dimensional reading yields
\begin{equation}
\varepsilon_{\rm app}=\varepsilon\left(\frac{H}{H'}\right)^2>\varepsilon .
\label{eq:epsapp}
\end{equation}
For current data one plots $\ln(J/F)$, with $J$ the current density. The same reading then requires $J/F$ to be proportional to $R$, that is, a mobility, a carrier lifetime and a density of filled traps that do not depend on the field.

\section{Worked example: a tantalum pentoxide film}

Take $T=358$~K, $kT=0.03086$~eV, $F=0.5$~MV/cm $=0.05$~V/nm, $\varepsilon_r=4.8$ and $E_t=0.80$~eV. Then $C=0.300$~eV\,nm, and
\begin{align}
r_m(0)&=\sqrt{\frac{0.300}{0.05}}\ \text{nm}=2.45\ \text{nm},\\
\delta&=2\sqrt{0.300\times0.05}\ \text{eV}=0.245\ \text{eV},\\
\gamma&=\frac{0.2449}{0.03086}=7.94 .
\end{align}
At $60^\circ$ from the force the lowering is $0.2449\sqrt{0.5}=0.173$~eV. The loss of 0.072~eV is more than $2kT$, so such rays contribute little. With $e^\gamma=2798$,
\begin{equation}
H=0.5+\frac{1+6.937\times2798}{7.937^2}\simeq309 .
\end{equation}
The one-dimensional factor is too large by a factor of 9. A direct sum over 3000 directions spread evenly on a sphere, with the field tilted to the axis of the set and each downstream barrier found by numerical maximization, gives 308.6, in agreement with (\ref{eq:hartke}). Half of the downstream escape lies within $31^\circ$ of the force.

The logarithmic slope is $H'/H=0.891$, so (\ref{eq:ea}) gives
\begin{equation}
E_a=0.80-0.2449\times0.891=0.582\ \text{eV},
\end{equation}
against 0.555~eV in one dimension. This difference of 0.027~eV is smaller than $kT\ln(e^\gamma/H)=0.068$~eV, the barrier change that would account for the whole loss of rate. The remaining 0.041~eV appears in the intercept of the Arrhenius line. The tangent at this temperature has the prefactor $\nu\exp(-0.041/0.03086)\simeq0.26\,\nu$. The narrow cone thus shows up partly as a higher activation energy and partly as a smaller apparent attempt rate.

Equation (\ref{eq:epsapp}) gives an apparent permittivity of $4.8/0.891^2\simeq6.05$ at this field. A straight line fitted to the averaged rates from 0.2 to 0.8~MV/cm gives 6.15.

The dependence on field, with temperature and permittivity held fixed, is as follows.

\begin{center}
\begin{tabular}{rrrrr}
$F$ (MV/cm) & $\gamma$ & $e^\gamma$ & $H$ & $H/e^\gamma$\\
0.01 & 1.12 & 3.07 & 1.59 & 0.52\\
0.10 & 3.55 & 34.8 & 7.62 & 0.22\\
0.20 & 5.02 & 151 & 24.7 & 0.16\\
0.50 & 7.94 & 2798 & 309 & 0.11\\
1.00 & 11.2 & 74\,900 & 6080 & 0.081
\end{tabular}
\end{center}

The upstream choice matters at low field. Its fixed contribution of 0.5 is 31\% of $H$ at 0.01~MV/cm and 0.16\% at 0.5~MV/cm.

\section{When carriers diffuse}

A straight ray is a simplification even for a carrier that crosses the barrier region without scattering, because the component of the force across the ray bends the path. If the carrier scatters often on the scale of $r_m$, it drifts and diffuses, and can leave its initial ray to find the low part of the barrier. The strong-field rate for this case follows from the flow over the saddle point.

Measure energies in $kT$ and lengths in $r_c=C/kT$. The potential becomes $\Phi=-1/r-fz$, where $z$ runs along the force and $f=qFr_c/kT=\gamma^2/4$. The saddle lies at $z=a=f^{-1/2}=2/\gamma$, with $\Phi=-\gamma$. Write $x,y$ for the transverse coordinates and $\zeta=z-a$. To second order,
\begin{equation}
\Phi\simeq-\gamma-\frac{\zeta^2}{a^3}+\frac{x^2+y^2}{2a^3}.
\end{equation}
Let the carrier density be $p=e^{-\Phi}h$, with $h=1$ on the trap side (equilibrium) and $h=0$ far downstream. For diffusion constant $D$ the current density is
\begin{equation}
\mathbf j=-D(\nabla p+p\nabla\Phi)=-De^{-\Phi}\nabla h .
\end{equation}
Near the saddle $h$ depends on $\zeta$ alone. Integrating over the transverse plane, where the Gaussian has area $2\pi a^3$, gives the total current
\begin{equation}
I=-D\,2\pi a^3\,e^{\gamma+\zeta^2/a^3}\,\frac{dh}{d\zeta}.
\end{equation}
In the steady state $I$ is constant. Divide by the exponential and integrate over $\zeta$. The left side becomes $I\sqrt{\pi a^3}$, and since $h$ falls from 1 to 0 the right side becomes $2\pi a^3De^\gamma$. Hence
\begin{equation}
I=2\sqrt\pi\,a^{3/2}De^\gamma .
\end{equation}
At zero field the current is spherical, $I_0=-4\pi r^2De^{1/r}\,dh/dr$. Since $\int_0^\infty e^{-1/r}r^{-2}dr=1$, we have $I_0=4\pi D$. With $a=2/\gamma$,
\begin{equation}
\frac{I}{I_0}\simeq\frac{a^{3/2}}{2\sqrt\pi}\,e^\gamma=\sqrt{\frac{2}{\pi}}\;\frac{e^\gamma}{\gamma^{3/2}} .
\end{equation}
The exponential is that of the ray model, but the prefactor is smaller by $\sqrt{2/(\pi\gamma)}$ at leading order.

Onsager's solution of the full drift-diffusion problem, quoted here without derivation, is $2I_1(\gamma)/\gamma$, with $I_1$ the modified Bessel function. Its large-$\gamma$ form is the saddle result above. A finite-volume solution of the same equation, with equilibrium density near the trap and zero density far away, agrees with it at two values: 2.636 at $\gamma=3$ and 94.9 at $\gamma=7.94$. Hartke's formula gives 5.07 and 309. For the film, diffusive motion would thus reduce the enhancement to 0.31 of Hartke's value. Each enhancement is relative to the zero-field rate of its own model, so these ratios do not compare absolute rates.

The weak-field behaviour differs in kind. Since $I_1(\gamma)=\gamma/2+\gamma^3/16+\dots$, Onsager's factor begins as $1+\gamma^2/8$, which is linear in $F$. Hartke's begins with $\gamma/3$, proportional to $\sqrt F$. That term comes from counting barriers crossed without scattering, a picture that is unsafe there: the Coulomb energy at the forward maximum is $C/r_m=\delta/2$, so for $\gamma\lesssim1$ the carrier is already free for thermal purposes before it reaches the barrier top.

\section{The model beside a real film}

The film parameters are rough typical values for the oxide of a tantalum capacitor. The field is about a tenth of a rough breakdown field of 5~MV/cm, as in a heavily derated part. Real films are amorphous and have a spread of trap depths, and their current may be limited by the contacts. The enhancement of 309 is therefore a property of the model trap, not a predicted leakage ratio.

The assumption that moves the number most, among those sized here, is the permittivity. The value 4.8 holds if the lattice cannot follow the departing carrier. With an effective mass of 0.3 electron masses and the speed $\sqrt{kT/m}$, the carrier covers the 2.45~nm to the saddle in 18~fs. A phonon of 0.08~eV has a period of 52~fs. After a sudden change of charge, a lattice mode first reaches its new equilibrium position in a quarter of a period, 13~fs. Deep in the well the carrier moves faster than the assumed speed, so 18~fs is too long for most unscattered carriers; those that barely clear the top slow down there and can take longer. The crossing time and the lattice time are thus comparable. The lattice can therefore follow in part, and a scattered carrier gives it more time. If the lattice followed completely, a static permittivity of about 25 would give $\gamma=3.48$ and $H=7.2$, smaller by a factor of 43 at the same field and temperature. Frequent scattering thus weakens both the ray picture and the case for the optical permittivity.

Tunnelling acts the other way. Near the top of the forward barrier the transmission falls as $\exp(-2\pi\Delta/\hbar\omega)$ at an energy $\Delta$ below the top, where $\hbar\omega=\hbar\sqrt{2C/(mr_m^3)}=0.102$~eV. Its decay energy $\hbar\omega/2\pi=0.016$~eV is about half of $kT$. Going down from the top, the transmission therefore falls faster than the Boltzmann factor grows, and escape stays concentrated at energies near the top, partly just below it. A semiclassical (WKB) integral over energy on each downstream ray, with a continuous Boltzmann distribution of carrier energies, multiplies $H$ by 1.39. This counts only the motion along the ray. Across the ray the saddle confines the carrier in two directions, each with quantum $\hbar\omega/\sqrt2=0.072$~eV, so the zero-point energy there is $2.3kT$. In a harmonic estimate of the flow over the saddle these two modes multiply the classical rate by $(\xi/\sinh\xi)^2=0.65$, with $\xi=0.072/(2\times0.03086)=1.17$, which roughly cancels the gain from tunnelling. The thermal wavelength $h/\sqrt{2\pi mkT}=7.2$~nm exceeds $r_m=2.45$~nm, so for this mass rays and cones are only a rough picture.

Neighbouring traps can also matter. At $10^{18}$~cm$^{-3}$ the volume per trap is that of a cube of side 10~nm. An empty neighbouring trap, whose charge attracts the carrier, placed at that distance straight downstream lowers the first barrier by a further 0.009~eV, relative to the shifted trap level, and raises the rate on that ray by a factor of 1.36. The carrier must then still get past the neighbour. In a random arrangement the nearest trap is usually closer than this, but it has this kind of effect only if it is charged, and the sign depends on where it lies. An attracting neighbour straight upstream lowers the trap level more than the top of the forward barrier, and so reduces the rate on the forward ray. A charge that repels the carrier reverses both signs.

With straight rays and the parameters of this film, the correction from one dimension to three is a factor of 9. Diffusion, tunnelling and a charged neighbour at 10~nm each change the result by less than that, while the uncertainty in the permittivity can change it by more. Equation (\ref{eq:hartke}) is therefore best read as an estimate for traps of known charge state, at $\gamma$ well above 1, with carriers that cross the barrier region without much scattering and whose thermal wavelength is small compared with $r_m$, a condition the film example does not meet. The optical permittivity belongs in it only if the crossing takes less time than the lattice needs to respond. Even then the bending of the paths matters. For a classical carrier launched from the centre of the well, the lowering is $\delta\cos(\theta/2)$ in every direction, upstream included; this is quoted here without derivation. The average of $\exp[\gamma\cos(\theta/2)]$ over the sphere is $2[1+(\gamma-1)e^\gamma]/\gamma^2$, about twice $H$ for this film. The numerical output below lists the main values for the other estimates.

\section*{Computed results}
\begin{verbatim}
INPUTS (rough typical values, Ta2O5 film)
temperature = 358.15 K, kT = 0.03086 eV
field = 0.50 MV/cm, trap depth = 0.80 eV
relative permittivity: optical 4.8, static 25.0
effective mass = 0.3 electron masses
BARRIER
Coulomb constant q^2/(4 pi eps) = 0.3000 eV nm
saddle distance straight downstream = 2.449 nm
1D lowering delta = 0.2449 eV, gamma = 7.937
lowering at 60 degrees = 0.1732 eV
ENHANCEMENT OVER ZERO FIELD
1D Poole-Frenkel exp(gamma) = 2797.7
3D Hartke H = 308.6
sum over 3000 directions = 308.6
ratio H/exp(gamma) = 0.1103
kT ln(exp(gamma)/H) = 0.0680 eV
half of downstream escape within 31.4 degrees
SLOPES
logarithmic slope H'/H = 0.8907
activation energy: 1D 0.5551 eV, 3D 0.5818 eV
3D value from temperature differences = 0.5818 eV
1D fit to 3D rates, 0.2-0.8 MV/cm: permittivity 6.15
TABLE: field MV/cm, gamma, exp(gamma), H, H/exp(gamma)
 0.01   1.122       3.072       1.592  0.5183
 0.10   3.549       34.79        7.62  0.2190
 0.20   5.020       151.3       24.68  0.1631
 0.50   7.937        2798       308.6  0.1103
 1.00  11.224   7.491e+04        6080  0.0812
NEGLECTED EFFECTS
upstream share of H = 0.162 %
Onsager 2 I1(gamma)/gamma = 94.9
finite-volume Brownian escape = 94.9
at gamma = 3: Onsager 2.636, finite volume 2.636, Hartke 5.075
Onsager/Hartke = 0.308
barrier-top quantum = 0.1018 eV
tunnelling multiplies H by 1.39
static permittivity: gamma = 3.478, H = 7.22
thermal crossing time to saddle = 18.2 fs
phonon period at 0.08 eV = 51.7 fs
trap density 1e+18 cm^-3: spacing 10.0 nm
charged neighbour downstream: extra lowering 0.0094 eV, factor 1.36
field / rough breakdown field = 0.10
\end{verbatim}
